Langer's reversal rate for a biaxial macrospin at intermediate to high damping

A small magnet stores a bit in the direction of its magnetization, and thermal agitation eventually reverses it. This problem derives the reversal rate of a magnet whose magnetization stays uniform, then applies it to a memory element.

Let m be the unit vector along the magnetization, Ms the saturation magnetization and V the volume. The energy is

E = V[K1(1 − mz²) + K2 mx²], K1 > 0, K2 > 0,

so z is the easy axis and x the hard axis. Gaussian units are used, with the anisotropy fields H1 = 2K1/Ms and H2 = 2K2/Ms. Without noise the moment obeys the Gilbert equation

dm/dt = −γ m×H + α m×dm/dt, H = −∇E/(MsV),

where γ > 0, α is the damping constant, and ∇ is the gradient tangent to the unit sphere. A radial part of H would drop out of m×H. The surroundings are at temperature T, and k is Boltzmann's constant.

**(a) Solve the Gilbert equation for the velocity, and find the rate of energy loss.**

Write v = dm/dt. Since |m| = 1, v is perpendicular to m, and m×(m×v) = −v. The cross product of m with the equation of motion is

m×v = −γ m×(m×H) − αv = γH − αv,

because H is also tangent. Inserting this in the damping term gives

v = −γ m×H + αγH − α²v.

Collecting v and replacing H by the gradient,

v = c(m×∇E − α∇E), c = γ/[(1+α²)MsV].

The first term is precession along a contour of constant energy; the second is descent. They are perpendicular and equally long apart from the factor α, so |v|² = c²(1+α²)|∇E|². Hence

dE/dt = ∇E·v = −αc|∇E|² = −α(MsV/γ)|v|².

**(b) Find the stationary points and the energy curvatures at the minimum and the saddle.**

The minima are m = ±z, with E = 0. The points ±y have E = K1V, and ±x are maxima with E = (K1+K2)V.

Near +z, use x = mx and y = my as coordinates, with mz² = 1 − x² − y². Then

E = V[(K1+K2)x² + K1y²].

With 2K1V = MsVH1 and 2K2V = MsVH2, the matrix of second derivatives is

C₀ = MsV diag(H1+H2, H1).

Near +y, use η = (z, x). The energy does not contain my, so

E = V[K1 − K1z² + K2x²], C = MsV diag(−H1, H2).

One curvature is negative: ±y are saddles, and the barrier is K1V. The area element on the sphere is dz dx/|my|, which differs from dz dx only at second order. The flat measure is therefore sufficient at leading order in kT.

**(c) Linearize the motion at the saddle and find the growth rate of the unstable solution.**

At m = y, the unit vectors satisfy y×z = x and y×x = −z. If the gradient has components (g_z, g_x), part (a) gives

dz/dt = c(−αg_z − g_x), dx/dt = c(g_z − αg_x).

This is dη/dt = −M∇E. Listing matrices by rows,

M = c[(α, 1), (−1, α)].

The gradient is Cη, so dη/dt = −MCη with

−MC = γ/(1+α²) · [(αH1, −H2), (−H1, −αH2)].

Its trace is γα(H1−H2)/(1+α²). Its determinant is

γ²/(1+α²)² · (−α²H1H2 − H1H2) = −γ²H1H2/(1+α²).

The eigenvalues obey λ² − (trace)λ + (determinant) = 0. Multiplying by 1+α²,

(1+α²)λ² + αγ(H2−H1)λ − γ²H1H2 = 0.

The product of the roots is negative, so one solution grows and one decays. In the discriminant,

α²(H2−H1)² + 4(1+α²)H1H2 = α²(H1+H2)² + 4H1H2.

The growing solution therefore has

λ₊ = γ/[2(1+α²)] · {α(H1−H2) + √[α²(H1+H2)² + 4H1H2]}.

This is an eigenvalue of the dynamics, and not merely a curvature of the energy: precession couples the unstable coordinate z to the stable coordinate x.

**(d) Add thermal noise and write the probability current near the saddle.**

Take white, isotropic noise, which adds a diffusion current −D∇ρ to the drift current −(M∇E)ρ. The constant D follows from requiring that ρ_eq ∝ exp(−E/kT) be stationary. Since ∇ρ_eq = −ρ_eq∇E/kT, diffusion cancels the descending part of the drift if

D = αckT.

The remaining precessional current has no divergence in equilibrium: the velocity field m×∇E is itself free of divergence, and it runs along contours on which ρ_eq is constant.

Now split M into its symmetric part αc·1 and its antisymmetric part A. Adding −kT A∇ρ to the current changes nothing in the evolution of ρ, because the divergence of A∇ρ vanishes for constant antisymmetric A. Its flux through a line is the integral of a derivative along that line, which vanishes if ρ is negligible at both ends. The current may therefore be written

J = −M(∇E + kT∇)ρ.

**(e) Find the stationary density that carries a current from one well to the other.**

Set ρ = ρ_eq ζ, where ζ → 1 on the side of the initial well and ζ → 0 on the other side. The derivative of ρ_eq cancels the drift:

J = −kT ρ_eq M∇ζ.

Try a function of one linear combination, ζ = ζ(s) with s = U·η. Then ∇ζ = Uζ′, and zero divergence requires

−(1/kT)(ηᵀCMU)ζ′ + (UᵀMU)ζ″ = 0.

The first bracket must depend on s alone, so U is an eigenvector of CM. Because CM = C(MC)C⁻¹, this matrix has the same eigenvalues as MC, which are minus the rates found in (c).

Choose CMU = −λ₊U. Then

(UᵀMU)ζ″ = −(λ₊/kT)sζ′.

The antisymmetric part of M drops out of UᵀMU, which equals αc|U|² > 0. Thus ζ′ is a decaying Gaussian, as the boundary conditions require. The other eigenvalue would give a growing one.

To normalize U, multiply CMU = −λ₊U by UᵀC⁻¹:

UᵀMU = −λ₊UᵀC⁻¹U.

The left side is positive, so UᵀC⁻¹U is negative and can be scaled to −1. Then UᵀMU = λ₊, and

ζ′ = −exp(−s²/2kT)/√(2πkT), ζ = ½ erfc[s/√(2kT)].

The sign of U is chosen so that s increases towards the final well.

**(f) Integrate the current and obtain the escape and relaxation rates.**

The flux through the line s = 0 is

Φ = ∫ δ(U·η) U·J dz dx.

On this line,

U·J = −kTρ_eq(UᵀMU)ζ′ = λ₊√(kT/2π) ρ_eq.

Let t be the unit vector along the line and η = rt. The delta function contributes 1/|U|, and

ρ_eq = Z⁻¹ exp[−K1V/kT − r²(tᵀCt)/2kT].

Write n = U/|U|. Since t is n turned by 90°, the inverse of a symmetric 2×2 matrix satisfies det C · nᵀC⁻¹n = tᵀCt. Here det C is negative and nᵀC⁻¹n = −1/|U|², so

tᵀCt = |det C|/|U|² > 0.

The density falls off along the line, and the Gaussian integral gives

Φ = λ₊√(kT/2π) · (1/|U|) · |U|√(2πkT/|det C|) · e^(−K1V/kT)/Z
 = λ₊kT e^(−K1V/kT)/(Z√|det C|).

The length of U has cancelled. The population of the initial well, also in Gaussian approximation, is

P = 2πkT/(Z√det C₀).

Dividing Φ by P gives Langer's rate through one saddle:

Γ₁ = (λ₊/2π)√(det C₀/|det C|) e^(−K1V/kT).

The curvature ratio is (H1+H2)H1/(H1H2) = (H1+H2)/H2. Each well is bordered by the two equivalent saddles ±y, so its escape rate is

Γ = 2Γ₁ = (λ₊/π)√[(H1+H2)/H2] e^(−K1V/kT).

If P₊ is the probability of the + well, dP₊/dt = −ΓP₊ + Γ(1−P₊). The departure from ½ decays at 2Γ, or 4Γ₁.

The Gaussian integrals require K1V ≫ kT and K2V ≫ kT. For H2 → 0 the formula diverges: the saddles merge into a ring around the equator, and the second condition fails.

**(g) How does damping change the rate? Compare with the full diffusion problem.**

For small α,

λ₊ ≈ γ[√(H1H2) + α(H1−H2)/2].

The first term gives the transition-state rate, in which the attempt frequency comes from undamped precession. For large α the square root tends to α(H1+H2), and λ₊ → γH1/α: the moment creeps down from the saddle.

If H1 > H2, damping at first raises the rate. To find the maximum, differentiate the quadratic equation for λ with respect to α and set dλ/dα = 0:

2αλ² + γ(H2−H1)λ = 0, so λ = γ(H1−H2)/(2α).

Substitution in the quadratic equation gives

(H1−H2)²/(4α²) = (H1−H2)²/4 + H1H2 = (H1+H2)²/4.

Hence the maximum is at

α = (H1−H2)/(H1+H2), where λ₊ = γ(H1+H2)/2.

For H1 ≤ H2 there is no stationary point at positive α, and λ₊ falls steadily. The transition-state rate thus bounds Langer's rate from above for H1 ≤ H2, but for H1 > H2 it is no upper bound. It counts only the precessional flux, whereas here damping and noise also act directly on the unstable coordinate z.

These statements were tested by diagonalizing the diffusion operator on the whole sphere. Its slowest rate was divided by 4Γ₁ at barriers of 14, 18 and 22 kT and extrapolated to infinite barrier. For K2/K1 = 1, α = 1, and for K2/K1 = 2, α = 0.6, the limit is 0.9997 in both cases. The transition-state rate would be about 1.4 times Langer's. At 22 kT the ratios are still 0.98, so the finite barrier costs about 2%.

For K2/K1 = 0.4 and the optimum α = 0.4286, the extrapolated ratio is 0.982, while the transition-state value is 0.904 of Langer's. The computed rate thus lies about 9% above the transition-state rate, as the sign of H1−H2 predicts. The remaining 2% is an error of extrapolation, since K2V is only 8.8 kT even at 22 kT. At barriers of 32, 45 and 60 kT the ratio is 0.988, 0.992 and 0.994, which extrapolates to 1.00, about 11% above the transition-state rate.

**(h) Why does the result fail at very low damping, and where?**

The derivation assumed ζ → 1 inside the initial well, which means that states just below the barrier are refilled to their equilibrium population. A moment near the barrier energy must then exchange more than about kT with its surroundings before it meets the next saddle.

The energy lost on that path can be calculated to first order in α from the undamped orbit. Setting E = K1V gives K2mx² = K1mz², which describes two planes through the y axis. The orbits at barrier energy are halves of great circles, for example

m = (−√[H1/(H1+H2)] sin ψ, cos ψ, √[H2/(H1+H2)] sin ψ).

The gradient in ordinary space is MsV(H2mx, 0, −H1mz). Its product with m vanishes on this orbit, so it is already tangent. Its squared length is

(MsV)² sin²ψ (H2²H1 + H1²H2)/(H1+H2) = (MsV)²H1H2 sin²ψ.

The undamped speed is γ/(MsV) times the gradient, hence

dψ/dt = γ√(H1H2) sin ψ.

Using the loss law of (a), from one saddle to the other,

ΔE = α(MsV/γ)∫(dψ/dt)² dt
 = αMsV√(H1H2) ∫₀^π sin ψ dψ
 = 2αMsV√(H1H2) = 4αV√(K1K2).

The third condition is therefore 4αV√(K1K2) ≫ kT. When it holds, the damping is called intermediate to high, and the rate found in (f) applies. The limit α → 0 in (g) must be taken with this condition still satisfied.

The failure is large when the condition is broken. For K2 = K1, a barrier of 12 kT and α = 0.03, the loss is 1.44 kT, and the diffusion operator gives 0.38 of Langer's rate. Escape is then limited by the supply of energetic moments.

**(i) Find the retention time of an in-plane magnetic tunnel junction, and judge the result.**

Take an elliptical free layer of 70 × 40 × 4 nm, with Ms = 1000 emu/cm³, H1 = 550 Oe, H2 = 8000 Oe and α = 0.01. These are rough values for a CoFeB-like film. The volume is

V = (π/4)(70)(40)(4) nm³ = 8796 nm³,

and K1 = MsH1/2 = 2.75×10⁵ erg/cm³. The barrier is K1V = 2.42×10⁻¹² erg = 1.51 eV, or 58.4 kT at 300 K.

For the growth rate, α(H1−H2) = −74.5 Oe and the square root is 4196 Oe. With γ = 1.761×10⁷ s⁻¹Oe⁻¹,

λ₊ ≈ ½(1.761×10⁷)(4196 − 74.5) s⁻¹ = 3.63×10¹⁰ s⁻¹.

A numerical linearization of the Gilbert equation gives the same value. The undamped growth rate is 3.69×10¹⁰ s⁻¹, so damping lowers the rate by about 2%. The curvature factor is √(8550/8000) = 1.034, and the attempt frequency for both saddles is

(3.63×10¹⁰/π)(1.034) s⁻¹ = 1.19×10¹⁰ s⁻¹.

Multiplication by e^(−58.40) gives Γ = 5.2×10⁻¹⁶ s⁻¹, a mean retention time of 6×10⁷ years. In an array of 10⁹ such bits, about 160 would still be wrong after ten years. At 358 K, with the magnetic parameters held fixed, the barrier is 48.9 kT and the mean time is about 5000 years. Then 2×10⁶ bits, or 0.2%, are wrong after ten years. A long mean time for one bit does not by itself secure a large array.

The energy loss per half-orbit at 300 K is 8.9 kT. For the same loss, but with K2 = K1 and extrapolated to high barrier, the diffusion operator gives 0.93 of Langer's rate. Incomplete refilling should thus cost roughly 7% here. For the uniform mode, quantum effects are set by the temperature ħλ₊/(2πk) = 44 mK, far below that of use.

Setting the model beside a real layer shows larger uncertainties. An ellipsoid with the same axes has shape-anisotropy fields of 553 and 10147 Oe. The flat elliptical layer itself, if uniformly magnetized, has a larger in-plane shape field, about 790 Oe, which would give a barrier of about 84 kT at 300 K. The chosen H1 is therefore an assumed value, not one derived from the shape. The flat layer has H2 of about 8900 Oe from shape alone. The further 900 Oe down to the chosen 8000 Oe corresponds to a weak interface anisotropy, about 0.2 erg/cm², favouring perpendicular magnetization. Uniform reversal is the assumption most open to doubt. Let A be the exchange stiffness, and treat the anisotropy as local. For a non-uniform mode of wave number q, exchange adds Aq² to each coefficient of the quadratic energies in (b): to K1+K2 and K1 at the well, and to −K1 and K2 at the saddle. Its Gaussian integrals at well and saddle multiply the rate by

√{(Aq²+K1)(Aq²+K1+K2)/[(Aq²−K1)(Aq²+K2)]}.

With A = 2×10⁻⁶ erg/cm, a rough value, and q between π/L and 4/L for length L = 70 nm, the first such mode raises the rate by a factor of 1.6 to 2.4. Higher modes raise it further. The logarithm of each factor falls off only as 1/q², so the product over the modes of a film keeps growing with the short-wave cutoff. On a rectangle of equal area and equal aspect ratio (62 × 35 nm), the modes with q below π/(4 nm) together give a factor of about 13. Halving or doubling this cutoff gives about 8 or 21. If Aq² falls below K1, the uniform saddle is itself unstable and this theory no longer applies. For a local anisotropy and the same range of q this happens when A is below 0.8 to 1.4×10⁻⁶ erg/cm, a thin margin. Shape anisotropy is not local, however: a non-uniform mode creates magnetic charges of its own, which stiffen it. For the flat ellipse with its shape field of 790 Oe, an estimate that expands the full magnetostatic energy about the uniform saddle state keeps the first such mode stable down to about A = 0.4×10⁻⁶ erg/cm, where the local rule would give 1.2 to 2.0×10⁻⁶ erg/cm. The thresholds and mode factors above therefore describe the local model only, and a real layer needs a micromagnetic calculation.

Errors in the barrier enter exponentially. Let a stray field Hs along z favour +z, and put h = Hs/H1. In the yz plane the energy is V[K1(1−mz²) − 2K1h mz]. The maximum is at mz = −h, with energy K1V(1+h²), while the −z state has energy 2K1Vh. The barrier of the weaker state is their difference,

K1V(1−h)².

For Hs = 20 Oe at 300 K it falls from 58.4 to 54.2 kT, and the exponential factor alone raises the rate 65 times. Likewise, a 10% loss of K1 at 358 K raises the exponential factor about 134 times. The prefactor falls by about 5%, so the mean time shortens from about 5000 to about 40 years. A retention estimate for such a layer therefore depends far more on the barrier at the temperature of use than on the damping correction to λ₊. The main computed values are collected in the numerical output.

Table of computed values

```
Ms = 1000 emu/cm3, damping = 0.01
H1 = 550 Oe, H2 = 8000 Oe
axes = 70 x 40 x 4 nm
volume = 8796 nm3
K1 = 2.750e+05 erg/cm3, K2 = 4.000e+06 erg/cm3
gamma = 1.7609e+07 1/(s Oe)
barrier K1 V = 2.4190e-12 erg = 1.510 eV
unstable eigenvalue = 3.6284e+10 1/s (numerical)
unstable eigenvalue = 3.6284e+10 1/s (formula)
stable eigenvalue = -3.7596e+10 1/s
undamped growth rate = 3.6936e+10 1/s
curvature factor = 1.0338
attempt frequency, two saddles = 1.1940e+10 1/s
transition-state attempt frequency = 1.2155e+10 1/s
T = 300 K: barrier/kT = 58.40
  escape rate = 5.162e-16 1/s
  mean retention = 6.138e+07 years
  wrong bits of 1e9 after 10 years = 163
T = 358 K: barrier/kT = 48.94
  escape rate = 6.639e-12 1/s
  mean retention = 4.773e+03 years
  wrong bits of 1e9 after 10 years = 2.09e+06
Fokker-Planck rate / Langer rate:
  K2/K1 = 0.4, damping = 0.4286:
    barrier 22 kT: 0.9808, high-barrier limit: 0.9818
    transition-state / Langer: 0.9035
  K2/K1 = 1.0, damping = 1.0000:
    barrier 22 kT: 0.9823, high-barrier limit: 0.9997
    transition-state / Langer: 1.4142
  K2/K1 = 2.0, damping = 0.6000:
    barrier 22 kT: 0.9825, high-barrier limit: 0.9997
    transition-state / Langer: 1.3975
low damping 0.03, K2/K1 = 1, barrier 12 kT:
  loss = 1.44 kT, rate/Langer = 0.380
example loss per half-orbit at 300 K = 8.91 kT
rate/Langer at that loss, high barrier = 0.933
exchange stiffness = 2.0e-06 erg/cm
non-uniform mode raises rate by 1.61 to 2.37
stray field 20 Oe: barrier = 54.23 kT
  rate of weaker state up by factor 64.7 at 300 K
K1 lower by 10% at 358 K: factor 134
hbar*eigenvalue/(2 pi kB) = 44.1 mK
ellipsoid H1 = 553 Oe
ellipsoid H2 = 10147 Oe
```
